# Choosing the settings of a block Davidson solver for ultrasoft pseudopotentials

The six lowest bands of a small model crystal, solved to a residual of \(10^{-6}\) eV, take 219 iterations when the residuals themselves extend the search space. Dividing each residual, component by component, by a diagonal energy difference brings this down to 35 iterations. Replacing that divisor by a smooth positive one that stays above a fixed floor brings it down to 20. The operators, the starting vectors and the stopping rule are the same in all three runs. The counts belong to one set of random starting vectors, damped at high kinetic energy, and change by a few iterations with the start.

This guide derives what the divisor does, and what the other settings of a block Davidson diagonalization control: the residual threshold, the largest subspace and the treatment of nearly dependent vectors.

## The problem being solved

At one k point, in plane waves normalised in the cell, the equation is \(H\psi=\varepsilon S\psi\) with

\[
H=T+V_{\rm loc}+\sum_i D_i|\beta_i\rangle\langle\beta_i|,\qquad
S=1+\sum_i q_i|\beta_i\rangle\langle\beta_i| .
\]

Here \(T\) is the kinetic energy, \(\beta_i\) are projectors and \(q_i\) are augmentation charges. In a self-consistent calculation \(V_{\rm loc}\) and \(D_i\) change from cycle to cycle, but they are fixed during one diagonalization.

The method needs \(S\) to be positive definite. Let \(Sx=sx\) with \(s\ne1\), and let \(b_j=\langle\beta_j|x\rangle\). Projecting \((s-1)x=\sum_i\beta_i q_i b_i\) on \(\beta_j\) gives

\[
(s-1)\,b_j=\sum_i B_{ji}q_i b_i,\qquad B_{ji}=\langle\beta_j|\beta_i\rangle .
\]

The vector \(b\) is not zero, since otherwise \(s=1\). So every eigenvalue of \(S\) is either 1 or an eigenvalue of the small matrix \(1+Bq\), and positivity can be checked there.

The example is a simple cubic cell of side 0.4 nm with a 300 eV cutoff, which gives 760 plane waves, at \(k=(0.11,0.23,0.37)\,2\pi/a\). The local potential is a periodic sum of Gaussian wells, 40 eV deep and 0.06 nm wide. There are one s and three p Gaussian projectors of width 0.05 nm, with \(D_s=10\) eV, \(D_p=-40\) eV, \(q_s=-0.4\) and \(q_p=2\). The projectors are nearly orthonormal, so \(s\approx1+q_i\), and the spectrum of \(S\) runs from 0.6 to 3.0. With \(q_s\) below about \(-1\) the method would lose its foundation.

## The reduced problem and the residual

Let \(R(u)=u^\dagger Hu/u^\dagger Su\). Replacing \(u\) by \(u+t\delta\) and differentiating the quotient at \(t=0\) gives

\[
\frac{dR}{dt}=\frac{2\,{\rm Re}\,\delta^\dagger Hu}{u^\dagger Su}
-\frac{u^\dagger Hu}{(u^\dagger Su)^2}\,2\,{\rm Re}\,\delta^\dagger Su
=\frac{2\,{\rm Re}\,\delta^\dagger(H-RS)u}{u^\dagger Su}. \tag{1}
\]

Let the columns of \(V\) span the current subspace and let \(u=Vc\). We ask that \(R\) be stationary for every \(\delta\) in that span. Since \(i\delta\) is allowed along with \(\delta\), the imaginary part must vanish too, and

\[
V^\dagger HV\,c=\theta\,V^\dagger SV\,c,\qquad
r=(H-\theta S)u,\qquad V^\dagger r=0 . \tag{2}
\]

This is the reduced generalized problem. Its solutions are the Ritz values \(\theta_i\) and the Ritz vectors \(u_i\), normalised to \(u_i^\dagger Su_j=\delta_{ij}\).

The residual must contain \(S\). At a solution, \((H-\varepsilon)\psi=\varepsilon(S-1)\psi\), which is not small: for the lowest state of the example its norm is 10.24 eV. A threshold on that quantity could not be met.

Enlarging the subspace cannot raise a Ritz value. Any \(i\)-dimensional part \(W\) of the subspace contains a nonzero vector \(S\)-orthogonal to \(u_1,\dots,u_{i-1}\), and on it \(R\ge\theta_i\). The span of \(u_1,\dots,u_i\) has \(\theta_i\) as its largest \(R\). Hence \(\theta_i\) is the minimum over \(W\) of the largest \(R\) in \(W\), and a larger subspace offers more choices of \(W\). Taking the whole plane-wave space as the larger one shows that \(\theta_i\ge\varepsilon_i\).

## What a residual threshold buys

Expand a normalised Ritz vector in the exact states, \(u=\sum_n a_n\psi_n\), with \(\psi_m^\dagger S\psi_n=\delta_{mn}\) and \(\sum_n|a_n|^2=1\). Then \(r=\sum_n a_n(\varepsilon_n-\theta)S\psi_n\), and

\[
\rho^2\equiv r^\dagger S^{-1}r=\sum_n|a_n|^2(\varepsilon_n-\theta)^2,\qquad
\rho\le\frac{\|r\|}{\sqrt{s_{\min}}}. \tag{3}
\]

The sum is an average, so at least one \(\varepsilon_n\) lies within \(\rho\) of \(\theta\). This does not say which one.

For the lowest state a sharper bound holds if \(\theta_1<\varepsilon_2\). No eigenvalue lies between \(\varepsilon_1\) and \(\varepsilon_2\), so \(\sum_n|a_n|^2(\varepsilon_n-\varepsilon_1)(\varepsilon_n-\varepsilon_2)\ge0\). Write \(\varepsilon_n=\theta_1+(\varepsilon_n-\theta_1)\) in both factors. The linear terms vanish because \(\theta_1=\sum_n|a_n|^2\varepsilon_n\), which leaves \(\rho^2+(\theta_1-\varepsilon_1)(\theta_1-\varepsilon_2)\ge0\), or

\[
0\le\theta_1-\varepsilon_1\le\frac{\rho^2}{\varepsilon_2-\theta_1}. \tag{4}
\]

For the lowest state, the bound on the eigenvalue error is thus quadratic in the residual. The bound on the vector error is linear: keeping only \(n\ge2\) in (3) gives

\[
\sum_{n\ge2}|a_n|^2\le\frac{\rho^2}{(\varepsilon_2-\theta_1)^2}, \tag{5}
\]

so the amplitude of the contamination is bounded by \(\rho\) over the gap.

In a run stopped at a residual of 0.05 eV, band 1 had \(\rho=6.91\times10^{-3}\) eV. The two lowest eigenvalues are \(-9.232\) and \(-9.119\) eV, so (4) gives \((6.91\times10^{-3})^2/0.113=4.2\times10^{-4}\) eV. The true error was \(6.0\times10^{-7}\) eV, about 700 times smaller. The bound allows all the contamination to sit in state 2. One measure of where it sits is

\[
\frac{\rho^2}{\theta_1-\varepsilon_1}\approx
\frac{\sum_n|a_n|^2(\varepsilon_n-\varepsilon_1)^2}{\sum_n|a_n|^2(\varepsilon_n-\varepsilon_1)}
=\frac{4.78\times10^{-5}}{5.98\times10^{-7}}\ {\rm eV}\approx 80\ {\rm eV},
\]

where \(\theta_1\) was replaced by \(\varepsilon_1\) in the numerator. This is an average excitation energy of the contamination, weighted by its contribution to the error. It lies far above the gap of 0.113 eV that enters the bound, which is why the bound is so loose here.

**Guidance.** If only eigenvalues are wanted, a moderate residual is enough. The density is built from the vectors, and by (5) its error can be of first order in the residual. In early self-consistency cycles the potential is itself wrong, so a loose threshold is reasonable if it is tightened as the density settles. Equations (4) and (5) support the first two statements for the lowest state only. For all six bands together, the run in the last section shows a similar, nearly quadratic fall of the largest eigenvalue error. The example keeps \(H\) fixed and does not test the advice on self-consistency.

## The preconditioner

We look for \(d\) such that \(u+d\) solves the problem. With \(\theta\) held fixed,

\[
(H-\theta S)\,d=-r . \tag{6}
\]

Since \(r=(H-\theta S)u\), the exact solution is \(d=-u\) whenever the matrix can be inverted. That vector is already in the subspace. In the early-stopped run, the part of the exact solution outside the subspace was \(3\times10^{-13}\) of its length. An ever better inverse in (6) is therefore not the aim.

The useful approximation keeps the diagonal:

\[
d_G=-\frac{r_G}{x_G},\qquad x_G=H_{GG}-\theta S_{GG},
\]
\[
H_{GG}=T_G+\bar V+\sum_iD_i|\beta_i(G)|^2,\qquad
S_{GG}=1+\sum_iq_i|\beta_i(G)|^2,
\]

with \(\bar V\) the cell average of \(V_{\rm loc}\). For band 1 of the same run, with the guarded form of this divisor introduced below, 98% of the length of the correction lay outside the span of the six Ritz vectors.

To see why it helps, let \(d^*=\psi-u\) be the correction really wanted. Near convergence \(\theta\approx\varepsilon\), so \((H-\theta S)\psi\approx0\) and \(r\approx-(H-\theta S)d^*\). At large \(G\) the kinetic energy is the largest entry of the row, and neglecting the off-diagonal couplings gives the rough estimate \(r_G\approx-x_Gd^*_G\). The bare residual thus overweights high plane waves by a factor that reaches roughly 300 eV here, and the division removes it. This agrees with the drop from 219 iterations to 35. The number of products of \(H\) with a vector, which measures the work better, drops from 591 to 112, and to 77 in the 20 iterations of the guarded run described below.

Replacing \(S_{GG}\) by 1 in the guarded divisor gives 21 iterations against 20, a difference too small to mean anything for a single start. With \(\sigma=0.05\) nm and \(y=\sigma^2|k+G|^2\), the projectors have \(|\beta_s|^2=Ae^{-y}\) and \(\sum_p|\beta_p|^2=2yAe^{-y}\), where \(A=(4\pi\sigma^2)^{3/2}/a^3=0.087\). Hence \(S_{GG}-1=Ae^{-y}(4y-0.4)\), which is largest at \(y=1.1\), where it is 0.12. Near convergence \(|\theta|\le9.2\) eV, so \(\theta(S_{GG}-1)\) shifts \(x_G\) by at most about 1 eV, against a floor of 10 eV. The \(S\) in the residual is essential; the one in the divisor matters little in this model.

## The guard on the divisor

For the lowest band \(x_G\) cannot be negative at convergence. The ratio \(H_{GG}/S_{GG}\) is the Rayleigh quotient of a single plane wave and cannot lie below \(\varepsilon_1\), so \(x_G\ge0\) at \(\theta=\varepsilon_1\). The smallest value in the example is 9.1 eV. The argument does not keep \(x_G\) away from zero in general, and it does not apply while \(\theta_1\) is still well above \(\varepsilon_1\). Higher bands have no such protection: for band 6, six entries are negative, the lowest is \(-7.8\) eV, and the smallest modulus is 0.73 eV.

A smooth guard with an energy floor \(w>0\) is

\[
f(x)=\tfrac12\Big[w+x+\sqrt{w^2+(x-w)^2}\Big]. \tag{7}
\]

Because \(f-w=\frac12[(x-w)+\sqrt{w^2+(x-w)^2}]>0\), the divisor stays above \(w\). For \(x\gg w\) the root is \(x-w+w^2/[2(x-w)]\) to leading order, so \(f\approx x+w^2/[4(x-w)]\), and high plane waves are treated as before. With \(w=10\) eV, the entry \(x=-7.8\) eV becomes \(f=\frac12(2.2+20.4)=11.3\) eV.

A positive divisor also gives a guarantee. Put \(\delta=d\) in (1), with \(u^\dagger Su=1\):

\[
\frac{dR}{dt}=2\,{\rm Re}\,d^\dagger r=-2\sum_G\frac{|r_G|^2}{f_G}<0\quad(r\neq0).
\]

For band 1, the extended subspace contains \(u_1+td_1\), which has a lower \(R\) for small \(t>0\), so \(\theta_1\) must fall. With divisors of both signs the sum could cancel, and the guarantee is lost.

Without the guard the example needs 35 iterations instead of 20. The guard is the only difference between the two runs, but they do not separate the effect of the negative entries from that of the small ones.

**Guidance.** Since \(H_{GG}/S_{GG}\ge\varepsilon_1\), we have \(x_G\ge-(\theta-\varepsilon_1)S_{GG}\), so the spread of the wanted bands, here about 17 eV, limits how negative the entries can be. This bound does not fix the best value of \(w\). The example was run only with \(w=10\) eV and does not test other values. A floor far above the kinetic energies makes \(f\) nearly constant, which is the unpreconditioned method again.

## Nearly dependent vectors

Let \(V\) be \(S\)-orthonormal and contain \(u\). Suppose that a new vector nearly repeats it: \(v=(u+\eta w)/\sqrt{1+\eta^2}\), where \(w\) now denotes a vector of unit \(S\)-norm, \(S\)-orthogonal to \(V\). The reduced overlap has the block

\[
\begin{pmatrix}1&c\\c&1\end{pmatrix},\quad c=\frac1{\sqrt{1+\eta^2}},\qquad
s_{\min}=1-c\approx\frac{\eta^2}{2}. \tag{8}
\]

Solving the reduced problem rescales this direction by \(1/\sqrt{s_{\min}}\) on both sides, so rounding errors in the reduced matrices grow by \(1/s_{\min}\). For \(\eta=10^{-6}\), a relative rounding error of \(10^{-16}\) becomes \(2\times10^{-4}\). With energies of 10 to 100 eV, this means errors of \(2\times10^{-3}\) to \(2\times10^{-2}\) eV. The largest Ritz errors, relative to a well-conditioned basis of the same space, were:

| \(\eta\) | raw overlap (eV) | after projection (eV) |
|---|---|---|
| \(10^{-2}\) | \(2\times10^{-10}\) | \(5\times10^{-15}\) |
| \(10^{-4}\) | \(2\times10^{-6}\) | \(1\times10^{-12}\) |
| \(10^{-6}\) | \(1\times10^{-2}\) | \(8\times10^{-11}\) |

At \(\eta=10^{-9}\) the true \(s_{\min}\) is \(5\times10^{-19}\), but rounding produced \(2\times10^{-16}\). In this run the Cholesky factorisation succeeded and a Ritz value was wrong by 18 eV. At such an \(\eta\) rounding decides whether the factorisation succeeds, and with another vector \(w\) it may well fail. The absence of an error message is no evidence of a sound overlap.

One remedy is to diagonalize the raw overlap and drop eigenvalues below a threshold \(\tau\). It limits the amplification of rounding errors to about \(1/\tau\), but it has a cost. In (8) the dropped direction is \(u-v\) and the kept one is \(u+v\), proportional to \(u+\frac{\eta}{2}w\) to first order. If \(u\) was a converged state, its residual becomes

\[
\|r\|\approx\frac{\eta}{2}\,\|(H-\varepsilon S)w\| .
\]

For \(\eta=10^{-5}\) the measured and predicted values are both \(2.09\times10^{-4}\) eV, so the norm on the right is 42 eV. Dropping occurs up to \(\eta=\sqrt{2\tau}\). With \(\tau=10^{-10}\) such a step can leave a residual of \(\sqrt{\tau/2}\times42\ {\rm eV}=3\times10^{-4}\) eV, which is 300 times the requested threshold.

The better remedy treats old and new vectors differently. Normalise the corrections \(D\) to unit \(S\)-norm and project them:

\[
D_\perp=D-V(V^\dagger SD).
\]

With \(V^\dagger SV=1\) and \(B'=V^\dagger SD\), the two cross terms and the square combine to

\[
D_\perp^\dagger SD_\perp=D^\dagger SD-2B'^\dagger B'+B'^\dagger B'=D^\dagger SD-B'^\dagger B' .
\]

Diagonalize this Gram matrix as \(Z\,{\rm diag}(g)\,Z^\dagger\), drop the columns with \(g<\tau\), and use \(D_\perp Z g^{-1/2}\), which is \(S\)-orthonormal. Only new directions can be lost. The old Ritz vectors stay in the subspace, and no Ritz value rises.

The last column of the table grows so much more slowly because the projected vector itself enters the reduced matrices: rounding in \(D\) is compared with a remainder of length \(\eta\), not with an overlap eigenvalue of order \(\eta^2\). The Gram matrix is best computed from the projected vectors, since the difference on the right has a relative error of order \(10^{-16}/\eta^2\), which spoils the normalisation and the test \(g<\tau\). The table does not test this advice: for one new vector the Gram matrix only fixes a length, on which the Ritz values of (2) do not depend. A second pass restores the \(S\)-orthogonality to \(V\) that rescaling a short remainder has degraded. It does not repair the direction of the remainder, and the last column, obtained with two passes, still grows as \(\eta\) falls.

**Guidance.** For the vector in (8), \(g=\eta^2/(1+\eta^2)\), so \(\tau=10^{-10}\) discards corrections whose new part is shorter than about \(10^{-5}\). The table used \(10^{-14}\), so that its last row was not discarded. In the ordinary run the smallest \(g\) was \(3\times10^{-3}\), and no correction was dropped. The threshold is a safeguard here, not a source of speed.

## The complete cycle

1. Make the starting vectors \(S\)-orthonormal.
2. Solve (2) and form the residuals.
3. Stop if all residual norms are below the threshold.
4. For each unconverged band, divide \(-r_G\) by \(f(x_G)\).
5. If the subspace would exceed its limit, replace it by the current Ritz vectors.
6. Project and filter the corrections, append them, and return to step 2.

The subspace limit trades memory against lost directions. \(V\), \(HV\) and \(SV\) are all stored, and a restart keeps the Ritz values but discards the rest of the search space. The example allows 24 vectors, four per band.

It converges in 20 iterations to \(-9.232\), \(-9.119\), \(-9.030\), \(-0.707\), \(4.339\) and \(7.492\) eV, within \(2\times10^{-13}\) eV of dense diagonalization of the same matrices. From iteration 1 to iteration 17 the largest residual falls by a factor of \(3\times10^{5}\) and the largest eigenvalue error by \(10^{11}\), about its square, as a quadratic law suggests. Over short intervals the relation is loose: between iterations 15 and 17 the factors are 40 and 1400, but between iterations 7 and 9 they are 7 and 9.

A small residual does not prove that the lowest states were found. If the starting vectors all lack a symmetry that some low state has, and \(H\), \(S\) and the divisor respect that symmetry, then in exact arithmetic every later vector lacks it too. In floating point, rounding can seed the missing symmetry and the iteration can amplify it, but nothing ensures that every missing state appears before the residual test is met. Random components in the start guard against this. Vectors from the previous self-consistency cycle are a natural start, and if the atoms have not moved, \(S\) is unchanged and they are still \(S\)-orthonormal. The numerical check covers the diagonalization at fixed \(H\).

## Calculated quantities

```
hbar^2/(2m) = 0.0380998 eV nm^2
cell 0.4 nm, cutoff 300.0 eV, plane waves 760, bands 6
well depth 40.0 eV, width 0.06 nm; projector width 0.05 nm
D_s, D_p = 10.0, -40.0 eV; q_s, q_p = -0.4, 2.0
k = [0.11 0.23 0.37] in 2pi/a; floor w = 10.0 eV; drop threshold 1e-10
smallest, largest eigenvalue of S = 0.60000, 3.00001
eigenvalues (eV): -9.231963 -9.118620 -9.029733 -0.706629 4.339480 7.492439
next eigenvalue above the block = 8.426865 eV
largest deviation from dense diagonalization = 2.0e-13 eV
iteration, subspace dimension, largest residual (eV), largest Ritz error (eV)
    1   6 3.15e+01 2.5e+01
    3  18 3.86e+00 8.9e-01
    5  12 5.94e-01 7.5e-02
    7  24 4.31e-01 5.0e-03
    9  18 5.90e-02 5.3e-04
   11   9 2.70e-02 1.4e-04
   13  15 2.24e-02 1.8e-05
   15  19 4.28e-03 3.5e-07
   17  21 1.08e-04 2.5e-10
   19  23 5.65e-06 4.5e-13
   20  24 9.36e-07 2.0e-13
smallest Gram eigenvalue of projected corrections = 2.68e-03
largest condition number of reduced overlap minus 1 = 1.2e-14
safeguarded H_GG - theta S_GG: 20 iterations, 77 H products, final residual 9.4e-07 eV
same without S_GG (set to 1): 21 iterations, 79 H products, final residual 2.5e-07 eV
raw H_GG - theta S_GG: 35 iterations, 112 H products, final residual 9.4e-07 eV
no preconditioner: 219 iterations, 591 H products, final residual 9.2e-07 eV
raw denominator, band 1: minimum 9.076 eV
raw denominator, band 6: minimum -7.774 eV, negative entries 6, smallest modulus 0.728 eV
norm of (H - eps) psi without S at the exact lowest state = 10.240 eV
early stop, band 1: |r| = 6.948e-03 eV, rho = 6.914e-03 eV
  true error 5.981e-07 eV, quadratic bound 4.218e-04 eV
  slope along S-normalised correction: -1.01491e-02 eV, differences -1.01491e-02 eV
  part outside the subspace: exact inverse 2.6e-13, diagonal 0.984
eta, smallest overlap eigenvalue, Ritz error raw (eV), Ritz error projected (eV)
  1e-02 5.000e-05 2.4e-10 5.3e-15
  1e-04 5.000e-09 1.9e-06 1.3e-12
  1e-06 4.995e-13 1.3e-02 7.7e-11
eta 1e-09: computed smallest overlap eigenvalue 2.2e-16, raw Ritz error 1.8e+01 eV (nan: Cholesky failed)
  new directions kept after projection: 0
raw filter at a converged state, eta 1e-05: residual 2.0910e-04 eV, predicted 2.0910e-04 eV
```
